# Reduced-mass dependence of the electron's radiative shift in hydrogen-like atoms, part 1

(Sections cited here and not found follow in the second part.)

## Problem

Units are $\hbar=c=1$, with $e>0$ and $\alpha=e^2/4\pi$. An electron of mass $m$ and charge $-e$ is bound to a point nucleus of mass $M$, charge $Ze$ and no spin. With $m_r=mM/(m+M)$ and $\gamma=m_rZ\alpha$, the centre-of-mass Hamiltonian is $H=\mathbf p^2/2m_r+V$, $V=-Z\alpha/r$, with levels $E_n=-m_r(Z\alpha)^2/2n^2$. The shift wanted is the one-loop self-energy of the electron plus the electron-loop vacuum polarization, at order $\alpha(Z\alpha)^4$, for $Z\alpha\ll1$ and any $m/M$.

The following one-loop results for a free electron are given. The metric is $(+,-,-,-)$, $q=p'-p$, $t=q_\mu q^\mu$, and the photon carries a small mass $\lambda$. The vertex is $\Gamma^\mu=\gamma^\mu F_1+i\sigma^{\mu\nu}q_\nu F_2/2m$ with $\sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu]$. With $\int_3=\int_0^1dx\,dy\,dz\,\delta(1-x-y-z)$, $D_0=m^2(1-z)^2+\lambda^2z$ and $D=D_0-t\,xy$,

$$F_1(t)-1=\frac{\alpha}{2\pi}\int_3\left[\ln\frac{D_0}{D}+\frac{m^2(1-4z+z^2)+t(1-x)(1-y)}{D}-\frac{m^2(1-4z+z^2)}{D_0}\right],$$

$$F_2(t)=\frac{\alpha}{2\pi}\int_3\frac{2m^2z(1-z)}{D}.$$

Vacuum polarization multiplies the Coulomb potential in momentum space by $1+\dfrac{2\alpha}{\pi}\displaystyle\int_0^1dx\,x(1-x)\ln\left[1+x(1-x)\frac{\mathbf q^2}{m^2}\right]$.

(a) Show that the shift of an S state carries the factor $(m_r/m)^3$ and that its $\ln(Z\alpha)^{-2}$ is accompanied by $\ln(m/m_r)$.

(b) Show that the spin-orbit term from the anomalous magnetic moment carries $(m_r/m)^2$, and find the power carried by the anomalous moment in S states.

(c) Write the complete shift of the level $(n,l,j)$.

(d) Evaluate the shifts of 1S, 2S, 2P$_{1/2}$ and 2P$_{3/2}$ for the model $Z=1$, $M=10\,m$.

## Hints

1. Separate photon momenta $k<\Lambda$ from $k>\Lambda$, with $m_r(Z\alpha)^2\ll\Lambda\ll mZ\alpha$. Below $\Lambda$ the binding matters and the photon wavelength is long; above $\Lambda$ the electron is effectively free.
2. The photon is attached to the electron. Ask whether the electron velocity is $\mathbf p/m$ or $\mathbf p/m_r$.
3. Rescale $\mathbf r=\boldsymbol\rho/\gamma$ to find where $m_r$ enters the wave functions and the excitation energies.
4. The given $F_1$ contains photons of all momenta. Remove those with $k<\Lambda$ by computing the overlap of the soft-photon clouds of the incoming and outgoing electron.
5. The nucleus moves. Contract the electron current with the nuclear current $(1,-(\mathbf p+\mathbf p')/2M)$, and keep the spatial part.

## Solution

### 1. Bound-state quantities

With $\mathbf r=\boldsymbol\rho/\gamma$ and $\mathbf p=\gamma\boldsymbol\pi$, the kinetic term is $\gamma^2\pi^2/2m_r=m_r(Z\alpha)^2\pi^2/2$ and the potential is $-Z\alpha\gamma/\rho=-m_r(Z\alpha)^2/\rho$. Hence

$$H=m_r(Z\alpha)^2\,h,\qquad h=\tfrac12\pi^2-\frac1\rho ,$$

and $h$ contains no mass. Every length scales as $1/\gamma$ and every excitation energy as $m_r(Z\alpha)^2$.

Two expectation values are needed. Let $w=rR(r)$ and $V_l=V+l(l+1)/2m_rr^2$, so that $w''=2m_r(V_l-E)w$. At fixed radial quantum number $n-l-1$, the Hellmann–Feynman theorem in the parameter $l$ gives $\partial E/\partial l=m_r(Z\alpha)^2/n^3=(2l+1)\langle r^{-2}\rangle/2m_r$, so $\langle r^{-2}\rangle=\gamma^2/[n^3(l+\tfrac12)]$. Multiplying the radial equation by $w'$ and integrating from $0$ to $\infty$ gives $-\tfrac12w'(0)^2=m_r\int(V_l-E)(w^2)'dr=-m_r\langle V_l'\rangle$; the boundary term vanishes because $V_lw^2\to0$ at the origin. For $l=0$, $V_l'=Z\alpha/r^2$ and $w'(0)^2=R(0)^2=4\pi|\psi(0)|^2$, so $4\pi|\psi(0)|^2=2m_rZ\alpha\cdot2\gamma^2/n^3$. For $l>0$, $w'(0)=0$, so $Z\alpha\langle r^{-2}\rangle=l(l+1)\langle r^{-3}\rangle/m_r$. Therefore

$$|\psi(0)|^2=\frac{\gamma^3}{\pi n^3}\,\delta_{l0},\qquad \langle r^{-3}\rangle=\frac{\gamma^3}{n^3\,l(l+\frac12)(l+1)}\quad(l>0).$$

Both are inverse volumes and both bring $m_r^3$. A different power in the result must come from the operators.

### 2. Photons with $k<\Lambda$

The electron sits at $(m_r/m)\mathbf r$ from the centre of mass, a distance of order $1/mZ\alpha$, so $k\ll mZ\alpha$ allows $e^{i\mathbf k\cdot\mathbf r_e}\to1$. In Coulomb gauge the kinetic terms are $(\mathbf p_e+e\mathbf A)^2/2m+(\mathbf p_N-Ze\mathbf A)^2/2M$, and with $\mathbf p_e=\mathbf p$, $\mathbf p_N=-\mathbf p$ the term linear in $\mathbf A$ is

$$H_1=e\left(\frac1m+\frac ZM\right)\mathbf p\cdot\mathbf A .$$

Second order in $H_1$ produces $1/m^2+2Z/mM+Z^2/M^2$. The first term is emission and absorption by the electron, which is the self-energy asked for. The second is exchange of a transverse photon between the particles (pure recoil; the logarithmic part that these low frequencies supply is of order $(Z\alpha)^5m_r^3/mM$) and the third is the self-energy of the nucleus. Both lie outside the problem. The factor that survives is $1/m^2$, because the electron current is its charge times its own velocity $\mathbf p/m$. The $\mathbf A^2$ term shifts all levels alike, and so does the spin coupling $\boldsymbol\sigma\cdot\mathbf B$, which in the dipole approximation commutes with $H$. The recoil energy $k^2/2(m+M)$ of the atom is negligible against $k$.

With $\Delta_{n'}=E_{n'}-E_0$ for the reference state $|0\rangle$ and intermediate states $|n'\rangle$,

$$\Delta E=\frac{e^2}{m^2}\sum_{n'}\int\frac{d^3k}{(2\pi)^32k}\sum_\epsilon\frac{|\boldsymbol\epsilon\cdot\mathbf p_{n'0}|^2}{-\Delta_{n'}-k}.$$

The sum over two transverse polarizations, averaged over the direction of $\mathbf k$, gives $\tfrac23|\mathbf p_{n'0}|^2$, and $4\pi\alpha\cdot4\pi\cdot\tfrac23/16\pi^3=2\alpha/3\pi$. Writing $-k/(k+\Delta)=-1+\Delta/(k+\Delta)$,

$$\Delta E=-\frac{2\alpha\Lambda}{3\pi m^2}\langle\mathbf p^2\rangle+\frac{2\alpha}{3\pi m^2}\sum_{n'}|\mathbf p_{n'0}|^2\Delta_{n'}\ln\frac{\Lambda+\Delta_{n'}}{|\Delta_{n'}|}.$$

For $\Delta<0$ the principal value is taken; the pole gives the part of the decay width that comes from the electron current alone. The full width has $(1/m+Z/M)^2$ in place of $1/m^2$, because the nucleus radiates too. The first term is present for a free electron too. It has the form $\delta(\mathbf p^2/2m)=-\delta m\,\mathbf p^2/2m^2$ with $\delta m=4\alpha\Lambda/3\pi$, and it is absorbed once $m$, and the $m$ inside $m_r$, is the observed mass.

In the second term $\Lambda+\Delta$ is replaced by $\Lambda$. The error comes from continuum states with $\Delta\gtrsim\Lambda$. Since $(H-E_0)\mathbf p\psi=i(\nabla V)\psi\propto\hat{\mathbf r}/r^2$ near the origin of an S state, its overlap with a plane wave of momentum $\kappa_c$ falls as $1/\kappa_c$. The weight $|\mathbf p|^2\Delta=|(\nabla V)_{n'0}|^2/\Delta$ then has density $\kappa_c^2\,d\kappa_c\,\kappa_c^{-2}\kappa_c^{-2}\propto\Delta^{-3/2}d\Delta$, so the neglected part is of order $\sqrt{m_r(Z\alpha)^2/\Lambda}$ relative to the sum $D_S$ below, and vanishes as the window for $\Lambda$ opens, that is as $Z\alpha\to0$. The approach is slow: for 1S the coefficient of the square root tends to $4\sqrt2\approx5.7$, and for $Z=1$, $M=\infty$ the neglected part is still $0.41\,D_S$ at $\Lambda=mZ\alpha$. It does not survive as an error of relative order $\sqrt{Z\alpha}$ in the final formula. The total shift cannot depend on $\Lambda$, so this term cancels against the binding corrections in the region $k>\Lambda$, which section 3 drops.

The coefficient of $\ln\Lambda$ follows from closure. Because $H|0\rangle=E_0|0\rangle$, $\langle[p_i,[H,p_i]]\rangle=2\langle p_i(H-E_0)p_i\rangle$. With $[H,p_i]=i\partial_iV$ and $[p_i,i\partial_iV]=\nabla^2V=4\pi Z\alpha\,\delta^3(\mathbf r)$,

$$D_S\equiv\sum_{n'}|\mathbf p_{n'0}|^2\Delta_{n'}=2\pi Z\alpha|\psi(0)|^2=\frac{2(Z\alpha)^4m_r^3}{n^3}\,\delta_{l0}.$$

The Bethe logarithm is defined by

$$\ln k_0(n,l)=\frac{n^3}{2(Z\alpha)^4m_r^3}\sum_{n'}|\mathbf p_{n'0}|^2\Delta_{n'}\ln\frac{2|\Delta_{n'}|}{m_r(Z\alpha)^2}.$$

By section 1, $|\mathbf p|^2\Delta=\gamma^2m_r(Z\alpha)^2|\boldsymbol\pi|^2\delta=m_r^3(Z\alpha)^4|\boldsymbol\pi|^2\delta$, where $\delta$ is the excitation energy of $h$, and the argument of the logarithm is $2|\delta|$. So $\ln k_0$ is a pure number, independent of $m$, $M$ and $Z$, and of $j$ since $H$ has no spin. For S states it is mass-independent only because $\Delta$ is measured in a unit proportional to $m_r$, here $m_r(Z\alpha)^2/2$. Splitting $\ln(\Lambda/|\Delta|)=\ln[2\Lambda/m_r(Z\alpha)^2]-\ln[2|\Delta|/m_r(Z\alpha)^2]$,

$$\Delta E_L=\frac{4\alpha}{3\pi}\frac{(Z\alpha)^4m_r^3}{m^2n^3}\left\{\delta_{l0}\ln\frac{2\Lambda}{m_r(Z\alpha)^2}-\ln k_0(n,l)\right\}.$$

The prefactor is $m\,(m_r/m)^3$. For $l>0$ the sum $D_S$ vanishes, so there is no $\ln\Lambda$ and the energy unit inside $\ln k_0$ is immaterial.

### 3. Photons with $k>\Lambda$: the charge form factor

For $k>\Lambda\gg m_r(Z\alpha)^2$ the binding is negligible during the flight of the photon, and the electron scatters once from the nucleus with free form factors. The momentum transfer is of order $\gamma\ll m$, so the first term in $t/m^2$ suffices. The form factors contain $m$ and not $M$.

Set $m=1$, $u=1-z=x+y$, $\ell=\lambda/m$, $L=\ln(1/\ell)$. Differentiating the integrand at $t=0$, with $(1-x)(1-y)=1-u+xy$ and $1-4z+z^2=u^2+2u-2$,

$$F_1'(0)=\frac{\alpha}{2\pi}\int_0^1du\int_0^udx\left[\frac{2xy+1-u}{D_0}+\frac{(u^2+2u-2)\,xy}{D_0^2}\right].$$

The inner integrals are $\int_0^udx=u$ and $\int_0^uxy\,dx=u^3/6$. As $\ell\to0$ the photon mass matters only near $u\sim\ell$, where $D_0\to u^2+\ell^2$. The pieces are $\int_0^1 (u^3/3)/u^2\,du=\tfrac16$, then $\int_0^1u(1-u)/(u^2+\ell^2)\,du\to L-1$, and, using $\int_0^1u^3/(u^2+\ell^2)^2du=\tfrac12[\ln\frac{1+\ell^2}{\ell^2}+\frac{\ell^2}{1+\ell^2}-1]\to L-\tfrac12$, the last piece $\tfrac16[\tfrac12+2-2(L-\tfrac12)]=\tfrac7{12}-\tfrac L3$. The sum is $\tfrac23L-\tfrac14$, so with $m$ restored

$$F_1'(0)=\frac{\alpha}{3\pi m^2}\left(\ln\frac m\lambda-\frac38\right).$$

This includes photons with $k<\Lambda$, which section 2 has already counted, and they must be removed. Take $\lambda\ll\Lambda$. For $k\ll m$ the recoil energy of the electron, of order $k^2/2m$, is negligible against $k$, so the electron acts as a source of constant velocity, and each mode of frequency $\omega=\sqrt{k^2+\lambda^2}$ is an oscillator of energy $\omega-\mathbf k\cdot\mathbf v=p\cdot k/E$ driven by the constant coupling $e\,\epsilon\cdot p/(E\sqrt{2\omega\mathcal V})$ in a volume $\mathcal V$. Its ground state is a coherent state with real amplitude $\beta$ of size $e\,(\epsilon\cdot p/p\cdot k)/\sqrt{2\omega\mathcal V}$. The scattering amplitude without real photons is multiplied by the overlap of the clouds for $p$ and $p'$, and for real amplitudes $\langle\beta'|\beta\rangle=e^{-(\beta'-\beta)^2/2}$. Hence

$$\delta F_1^{\rm soft}=-\frac12\,e^2\int_{k<\Lambda}\frac{d^3k}{(2\pi)^32\omega}\sum_\epsilon(\epsilon\cdot j)^2,\qquad j^\mu=\frac{p'^\mu}{p'\cdot k}-\frac{p^\mu}{p\cdot k}.$$

The three polarizations of a massive photon sum to $-g^{\mu\nu}+k^\mu k^\nu/\lambda^2$, and $k\cdot j=1-1=0$, so the sum is $-j^2=\mathbf j^2-j_0^2$. To first order in the velocities, $\mathbf j=\mathbf q/m\omega$ and $j_0=1/(\omega-\mathbf k\cdot\mathbf v')-1/(\omega-\mathbf k\cdot\mathbf v)=\mathbf k\cdot\mathbf q/m\omega^2$. The angular average of $-j^2$ is $(\mathbf q^2/m^2\omega^2)(1-k^2/3\omega^2)$, and $4\pi\alpha\cdot4\pi/16\pi^3=\alpha/\pi$. With $k=\lambda\sinh\theta$ and upper limit $\theta_\Lambda\to\ln(2\Lambda/\lambda)$,

$$\int_0^\Lambda\frac{k^2dk}{\omega^3}=\int\tanh^2\theta\,d\theta\to\theta_\Lambda-1,\qquad\int_0^\Lambda\frac{k^4dk}{\omega^5}=\int\tanh^4\theta\,d\theta\to\theta_\Lambda-\frac43,$$

from the antiderivatives $\theta-\tanh\theta$ and $\theta-\tanh\theta-\tfrac13\tanh^3\theta$. The combination is $\theta_\Lambda-1-\tfrac13(\theta_\Lambda-\tfrac43)=\tfrac23(\theta_\Lambda-\tfrac56)$, so $\delta F_1^{\rm soft}=-\mathbf q^2(\alpha/3\pi m^2)[\ln(2\Lambda/\lambda)-\tfrac56]$. In elastic centre-of-mass scattering $q_0=0$ and $t=-\mathbf q^2$, so $F_1-1=-\mathbf q^2F_1'(0)$, and the part from $k>\Lambda$ is $-\mathbf q^2s_H$ with

$$s_H=\frac{\alpha}{3\pi m^2}\left(\ln\frac m\lambda-\frac38-\ln\frac{2\Lambda}\lambda+\frac56\right)=\frac{\alpha}{3\pi m^2}\left(\ln\frac m{2\Lambda}+\frac{11}{24}\right).$$

The photon mass has dropped out. Near $k=\Lambda\gg\lambda$ the angular factor is $\tfrac23$, the transverse value of section 2, so the two regions meet with the same kind of cutoff. Quadrature of the given $F_1$ and of the unexpanded $j^\mu$ returns the constants $-0.37500$ and $-0.83333$.

In momentum space $-\mathbf q^2V(\mathbf q)$ is $\nabla^2V$, so $\delta V=s_H\nabla^2V=4\pi Z\alpha\,s_H\,\delta^3(\mathbf r)$. Corrections from the motion of either particle carry two more powers of momentum over mass. Next to a contact potential such factors give weight to momenta far above $\gamma$, up to order $m$, so in S states the suppression can be a single power of $Z\alpha$; these corrections belong to the higher orders omitted here. Thus

$$\Delta E_{F_1}=\frac{4\alpha}{3\pi}\frac{(Z\alpha)^4m_r^3}{m^2n^3}\,\delta_{l0}\left(\ln\frac m{2\Lambda}+\frac{11}{24}\right).$$

### 4. The logarithm

The prefactors of $\Delta E_L$ and $\Delta E_{F_1}$ agree, and

$$\ln\frac m{2\Lambda}+\ln\frac{2\Lambda}{m_r(Z\alpha)^2}=\ln\frac{m}{m_r(Z\alpha)^2}=\ln(Z\alpha)^{-2}+\ln\frac m{m_r}.$$

The logarithm is $\int dk/k$ between two scales. The upper one is $m$, where the free-electron form factor cuts the integral off, and it does not involve the nucleus. The lower one is the binding energy, which is proportional to $m_r$. A lighter nucleus weakens the binding and lengthens the interval. The logarithm multiplies $\delta_{l0}$, so the statement about $\ln(m/m_r)$ holds for S states only.

Soft photons and the charge form factor together give S states a shift with the factor $(m_r/m)^3$, in which $\Lambda$ cancels and $\ln(Z\alpha)^{-2}$ is accompanied by $\ln(m/m_r)$. The anomalous moment, vacuum polarization, the complete formula and the numerical values remain.
